# INEPT with product operators: antiphase polarisation transfer to carbon-13 and nitrogen-15

## Problem

A proton $I$ and a heteronucleus $S$, both with spin 1/2, have a scalar coupling $J$. They start at thermal equilibrium in a field $B_0$ along $z$ and are subjected to the INEPT sequence

$$
90^\circ_x(I)\;-\;\tau\;-\;180^\circ_x(I,S)\;-\;\tau\;-\;90^\circ_y(I),\,90^\circ_x(S)\;-\;\text{acquire } S .
$$

The delay $\tau$ is one half of the echo. In the rotating frame, with dimensionless spin operators and all frequencies in rad/s except $J$ in Hz, the Hamiltonian during the delays is

$$
H/\hbar=\Omega_I I_z+\Omega_S S_z+2\pi J\,I_zS_z .
$$

This form assumes weak coupling, $|\gamma_I-\gamma_S|B_0\gg 2\pi|J|$, which two different nuclear species satisfy in a high field such as the 10 T used below. Pulses are ideal and instantaneous, and relaxation is neglected.

(a) Write the equilibrium density operator to leading order in $\hbar\gamma B_0/kT$.

(b) Show what the echo does to the offsets and to the coupling, and find the state at its end. What happens if the $180^\circ$ pulse on $S$, or both $180^\circ$ pulses, are left out?

(c) Find the state at the start of acquisition. Why must the last proton pulse have phase $y$ and not $x$?

(d) Find the amplitudes of the two lines of the $S$ doublet relative to those after a single $90^\circ_x$ pulse on $S$. How can the part that comes from the equilibrium magnetisation of $S$ itself be removed?

(e) Evaluate the gains for $^{13}$C with $J=+150$ Hz and for $^{15}$N with $J=-90$ Hz, each at its best delay. The couplings are round model values. For the magnetic moments, in nuclear magnetons, use $2.7928$ for the proton (the tabulated constant read by the program) and the inputs $0.7024$ for $^{13}$C and $-0.2831$ for $^{15}$N. The last two fix the arithmetic of the example; as measured values they are claimed here only as about $0.70$ and $-0.28$, so the gains apply to the real nuclei to two figures.

(f) The delay is set for a $^{13}$C coupling of 150 Hz. What is the gain if the coupling is really 125 Hz or 200 Hz?

## Solution

### Rules for pulses and coupling

A pulse of angle $\beta$ about axis $a$ changes the density operator by $\rho\to e^{-i\beta I_a}\rho\,e^{i\beta I_a}$. Differentiating with respect to $\beta$ gives

$$
\frac{d\rho}{d\beta}=-i[I_a,\rho].
$$

For $a=x$, the commutators $[I_x,I_z]=-iI_y$ and $[I_x,I_y]=iI_z$ give $-i[I_x,I_z]=-I_y$ and $-i[I_x,I_y]=I_z$. Each operator turns into the other, with opposite signs, so the solution is a rotation:

$$
I_z\to I_z\cos\beta-I_y\sin\beta,\qquad I_y\to I_y\cos\beta+I_z\sin\beta .
$$

For $a=y$, the same procedure uses $-i[I_y,I_z]=I_x$ and $-i[I_y,I_x]=-I_z$. The cases needed are therefore

$$
90^\circ_x:\; I_z\to -I_y;\qquad 90^\circ_y:\; I_x\to -I_z,\; I_y\to I_y;\qquad 180^\circ_x:\; I_y\to -I_y,\; I_z\to -I_z,\; I_x\to I_x .
$$

The same rules hold for $S$. Pulse phases are defined here by these rotations. For a nucleus with negative $\gamma$, the phase of the applied radio-frequency field has to be chosen so that it produces the stated rotation.

The coupling acting for a time $t$ has the generator $2\pi Jt\,I_zS_z=\theta\,(2I_zS_z)$ with $\theta=\pi Jt$. Since $S_z$ commutes with all $I$ operators and $4S_z^2=1$ for spin 1/2,

$$
-i[2I_zS_z,\,I_y]=2S_z\,(-i)[I_z,I_y]=-2I_xS_z ,
$$

$$
-i[2I_zS_z,\,2I_xS_z]=4S_z^2\,(-i)[I_z,I_x]=I_y .
$$

This is again a rotation, now between an in-phase and an antiphase operator:

$$
I_y\to I_y\cos\theta-2I_xS_z\sin\theta .
$$

### (a) Equilibrium

The Zeeman energy operator is $-\hbar B_0(\gamma_II_z+\gamma_SS_z)$. The coupling energy is far smaller and is neglected here. Expanding the Boltzmann operator to first order and normalising its trace over four states gives

$$
\rho_{\rm eq}\approx\frac14\left[1+\frac{\hbar B_0}{kT}\left(\gamma_II_z+\gamma_SS_z\right)\right].
$$

The unit operator is unchanged by pulses and delays and gives no signal. Dropping it and the common factor leaves the starting state

$$
\sigma_0=\gamma_II_z+\gamma_SS_z .
$$

The proton term is the larger one when $|\gamma_I|>|\gamma_S|$. INEPT uses this larger population difference for the $S$ signal.

### (b) The echo

The first pulse acts on $I$ alone:

$$
\sigma_0\;\xrightarrow{\,90^\circ_x(I)\,}\;-\gamma_II_y+\gamma_SS_z .
$$

Let $\Pi=e^{-i\pi(I_x+S_x)}$ be the pair of $180^\circ$ pulses. The propagator of the echo, read from right to left in time, is

$$
e^{-iH\tau/\hbar}\,\Pi\,e^{-iH\tau/\hbar}
=\Pi\left(\Pi^{-1}e^{-iH\tau/\hbar}\Pi\right)e^{-iH\tau/\hbar}
=\Pi\,e^{-iH'\tau/\hbar}\,e^{-iH\tau/\hbar},
\qquad H'=\Pi^{-1}H\,\Pi .
$$

The pulses reverse both $I_z$ and $S_z$, so each offset term changes sign while the product $I_zS_z$ does not:

$$
H'/\hbar=-\Omega_II_z-\Omega_SS_z+2\pi J\,I_zS_z .
$$

All terms of $H$ and $H'$ commute, so the exponents add. The offsets cancel and the coupling acts for the full time $2\tau$. The whole echo is therefore equivalent to coupling for $2\tau$ followed by $\Pi$. The coupling angle is

$$
\phi=\pi J(2\tau)=2\pi J\tau .
$$

Applying the coupling rule to $-I_y$ gives

$$
-I_y\to -I_y\cos\phi+2I_xS_z\sin\phi ,
$$

while $S_z$ commutes with the coupling and stays as it is. Then $\Pi$ takes $I_y\to-I_y$, $2I_xS_z\to-2I_xS_z$ (from the sign of $S_z$) and $S_z\to-S_z$. The state at the end of the echo is

$$
\gamma_I\left(I_y\cos\phi-2I_xS_z\sin\phi\right)-\gamma_SS_z .
$$

The operator $2I_xS_z$ is proton magnetisation along $+x$ for one state of $S$ and along $-x$ for the other. Each proton thus carries a phase that depends on the state of its partner, and the last pulses make use of this correlation.

**Without the pulse on $S$.** The remaining pulse reverses $I_z$ alone, so

$$
H'/\hbar=-\Omega_II_z+\Omega_SS_z-2\pi J\,I_zS_z .
$$

The coupling in $H'$ now cancels that in $H$. The antiphase operator that builds up during the first delay is undone during the second, so none is left at the end of the echo and nothing is transferred to $S$.

**Without either $180^\circ$ pulse.** The coupling still acts for $2\tau$, but so does the proton offset. It rotates $I_x$ into $I_x\cos(2\Omega_I\tau)+I_y\sin(2\Omega_I\tau)$. The part of the antiphase term along $x$, which the last pulses can transfer, becomes

$$
2I_xS_z\sin\phi\cos(2\Omega_I\tau).
$$

The transfer then depends on the chemical shift of each proton and can vanish. Both $180^\circ$ pulses together keep the coupling and remove this dependence.

### (c) The transfer

The pulse $90^\circ_y(I)$ leaves $I_y$ alone and takes $I_x\to-I_z$:

$$
-2I_xS_z\;\xrightarrow{\,90^\circ_y(I)\,}\;+2I_zS_z .
$$

The operator $2I_zS_z$ contains no transverse magnetisation. It describes a population difference across the $S$ transition that has opposite signs for the two states of $I$. The pulse $90^\circ_x(S)$ takes $S_z\to-S_y$, so

$$
2I_zS_z\to-2I_zS_y,\qquad -\gamma_SS_z\to+\gamma_SS_y .
$$

The two pulses act on different spins and commute, so their order does not matter. Collecting terms, the state at the start of acquisition is

$$
\boxed{\;\sigma=\gamma_I\left(I_y\cos 2\pi J\tau-2I_zS_y\sin 2\pi J\tau\right)+\gamma_SS_y\;}
$$

The antiphase $S$ magnetisation has the amplitude $\gamma_I\sin(2\pi J\tau)$, where a direct experiment has $\gamma_S$. The term in $I_y$ is proton magnetisation that was not transferred. It precesses at the proton frequency and is not detected in the $S$ channel.

If the last proton pulse had phase $x$, it would leave $I_x$ unchanged. The pulse on $S$ would then give

$$
-2I_xS_z\to+2I_xS_y ,
$$

in which both spins are transverse. This is a mixture of zero- and double-quantum coherence. During free precession the $I$ factor of this operator stays transverse, so its trace over the states of $I$ remains zero and this operator gives no $S$ signal. Nothing is gained from the proton, and only the native term $\gamma_SS_y$ is observed.

### (d) The two lines

Let $P_\alpha=\tfrac12+I_z$ and $P_\beta=\tfrac12-I_z$ be the projectors on the two states of $I$. Then $P_\alpha+P_\beta=1$ and $P_\alpha-P_\beta=2I_z$, so

$$
S_y=S_y(P_\alpha+P_\beta),\qquad 2I_zS_y=S_y(P_\alpha-P_\beta).
$$

When $I$ is in $\alpha$, the spin $S$ precesses at $\Omega_S+\pi J$; when $I$ is in $\beta$, it precesses at $\Omega_S-\pi J$. Each projector therefore belongs to one line of the doublet, and the lines are $|J|$ apart in Hz. The observable part of $\sigma$ is

$$
S_y\left[(\gamma_S-\gamma_I\sin\phi)P_\alpha+(\gamma_S+\gamma_I\sin\phi)P_\beta\right].
$$

A single $90^\circ_x$ pulse on $S$ gives $\gamma_SS_z\to-\gamma_SS_y$, which puts $-\gamma_S$ on both lines. Dividing by $-\gamma_S$ and writing $r=\gamma_I/\gamma_S$ gives the relative amplitudes

$$
A_\alpha=r\sin\phi-1,\qquad A_\beta=-r\sin\phi-1 .
$$

The $-1$ is the native $S$ magnetisation, inverted by the $180^\circ$ pulse. It makes the two lines unequal in size.

To remove it, the experiment is repeated with the last proton pulse along $-y$. Now $I_x\to+I_z$, and the transferred term changes sign, while $\gamma_SS_y$ does not. The term $\gamma_II_y\cos\phi$ is also the same in both experiments. Half the difference of the two results is

$$
\tfrac12(\sigma_{+y}-\sigma_{-y})=-\gamma_I\sin\phi\;2I_zS_y ,
$$

with relative amplitudes

$$
A_\alpha=+r\sin\phi,\qquad A_\beta=-r\sin\phi .
$$

The gain is thus a gain per line. The sum of the two lines is zero, so the integral over the doublet is not enhanced. For the same reason, the proton must not be decoupled during immediate acquisition: both lines would fall on one frequency and their transferred parts would cancel. After the phase cycle nothing would remain, and a single experiment would show only the inverted native signal. In operator terms, ${\rm Tr}(S_+\,2I_zS_y)$ contains the factor ${\rm Tr}\,I_z=0$, and without the coupling it stays zero.

There is a small correction to the reference. Beyond leading order, the Zeeman Boltzmann operator factorises as

$$
\rho_{\rm eq}=\tfrac14(1+2p_II_z)(1+2p_SS_z),
$$

where $p_I$ and $p_S$ are the polarisations, that is, the population differences between $\alpha$ and $\beta$. The state $\alpha$ of $I$ has population $(1+p_I)/2$ and $\beta$ has $(1-p_I)/2$. With the Zeeman energy alone, the two direct lines are therefore weighted by $1\pm p_I$, through the term $4p_Ip_SI_zS_z$ of the product. The coupling energy, left out of this operator, adds $-(hJ/kT)\,I_zS_z$ to the product. At 10 T and 300 K this lowers the asymmetry by about 2% for $^{13}$C and 3% for $^{15}$N, and since it is the same operator it is covered by what follows. In the INEPT sequence an $I_zS_z$ term gives no $S$ signal. The first pulse takes $2I_zS_z\to-2I_yS_z$. Since $-i[2I_zS_z,2I_yS_z]=-I_x$, the coupling gives $-2I_yS_z\cos\phi+I_x\sin\phi$, which $\Pi$ leaves unchanged. The last pulses then give $2I_yS_y\cos\phi-I_z\sin\phi$, with no observable $S$ part. The INEPT lines therefore carry no factor $1\pm p_I$, and the mean of the two direct lines, which is proportional to $p_S$ alone, is the proper reference. In the example below, $p_I$ is 34.06 parts per million, so the correction is negligible in practice.

### (e) Gains for carbon and nitrogen

For spin 1/2 the magnetic moment is $\mu=\gamma\hbar/2$, so the ratio of moments equals the ratio of gyromagnetic ratios:

$$
r(^{13}{\rm C})=\frac{2.7928}{0.7024}=3.976,\qquad
r(^{15}{\rm N})=\frac{2.7928}{-0.2831}=-9.865 .
$$

The magnitude of $\sin(2\pi J\tau)$ first reaches 1 when $2\pi|J|\tau=\pi/2$, that is, at

$$
\tau=\frac{1}{4|J|} .
$$

For carbon this is $1/(4\times150\ {\rm Hz})=1.667$ ms, and for nitrogen $1/(4\times90\ {\rm Hz})=2.778$ ms.

For carbon, $\sin\phi=+1$ and $r\sin\phi=+3.976$. For nitrogen, $J$ is negative, so $\sin\phi=-1$ and $r\sin\phi=(-9.865)(-1)=+9.865$. The two negative signs cancel. The amplitudes relative to the mean direct line are:

| Nucleus | Line | One experiment | Half difference |
|---|---|---:|---:|
| $^{13}$C | $\alpha$ | $+2.976$ | $+3.976$ |
| $^{13}$C | $\beta$ | $-4.976$ | $-3.976$ |
| $^{15}$N | $\alpha$ | $+8.865$ | $+9.865$ |
| $^{15}$N | $\beta$ | $-10.865$ | $-9.865$ |

The gains per line are therefore about 4.0 for $^{13}$C and 9.9 for $^{15}$N. The native signal matters less for nitrogen, because it is a smaller fraction of the transferred one.

The polarisations at 10 T and 300 K show where the gain comes from. They are 34.06 parts per million for the proton, $+8.57$ for $^{13}$C and $-3.45$ for $^{15}$N. Their ratios reproduce $r$ within rounding.

These values are the ideal limit of the model. Transverse relaxation of the proton during the echo, which lasts $2\tau$ (3.3 ms for carbon and 5.6 ms for nitrogen), reduces them. The formula also assumes a single proton coupled to $S$, so it does not cover CH$_2$ or CH$_3$ groups. A weak coupling $J_{HH}$ of the proton to another proton is not refocused by the echo, because the $180^\circ$ pulse inverts both protons. It multiplies the transfer by $\cos(2\pi J_{HH}\tau)$, which for $J_{HH}=15$ Hz lowers the nitrogen gain from 9.9 to 9.5. Finally, the gains are measured against direct excitation from equilibrium. A direct spectrum recorded with proton irradiation carries a nuclear Overhauser effect and is a different reference.

### (f) Delays away from the optimum

With $\tau=1/(4J_0)$ and $J_0=150$ Hz, a coupling $J$ gives

$$
\sin(2\pi J\tau)=\sin\left(\frac{\pi J}{2J_0}\right).
$$

For $J=125$ Hz the angle is $90^\circ\times125/150=75^\circ$, and for $J=200$ Hz it is $90^\circ\times200/150=120^\circ$. The gains per line after the phase cycle are

$$
125\ {\rm Hz}:\;3.976\times0.9659=3.84,\qquad
200\ {\rm Hz}:\;3.976\times0.8660=3.44 .
$$

The loss relative to the best value is 3% in the first case and 13% in the second. It is small near the optimum because the sine is flat at its maximum. The transfer vanishes, however, at $J=2J_0=300$ Hz, where the angle reaches $180^\circ$.

A delay that is too short has a similar effect. For $J=150$ Hz and $\tau=1.00$ ms, $\phi=54.0^\circ$. A fraction $\cos\phi=0.5878$ of the proton amplitude stays on the proton as $I_y$, and the antiphase coefficient is $-\sin\phi=-0.8090$. The gain per line is then $3.976\times0.8090=3.22$. As $\tau\to0$ the transfer disappears, and a single experiment shows just the inverted native doublet, with both relative amplitudes equal to $-1$.

The operator pathway, the effect of omitting the $180^\circ$ pulses and the line amplitudes were checked numerically by propagating the $4\times4$ density matrix with nonzero offsets during the echo.

## Computed results

```
Short-delay example: J = 150 Hz, tau = 1.00 ms
  phi = 54.0 degrees
  coefficient of Iy    = +0.5878
  coefficient of 2IzSy = -0.8090
Field = 10.0 T, temperature = 300 K
Proton moment = 2.7928 nuclear magnetons
13C: moment = +0.7024 nuclear magnetons, J = +150 Hz
  proton polarisation = 34.06 ppm
  13C polarisation = +8.57 ppm
  direct-line asymmetry = 34.06 ppm
  gamma_I/gamma_S = +3.976
  best tau = 1.667 ms
  sin(2 pi J tau) = +1.000
  lines/mean direct, no cycle: alpha +2.976, beta -4.976
  lines/mean direct, cycled:   alpha +3.976, beta -3.976
15N: moment = -0.2831 nuclear magnetons, J = -90 Hz
  proton polarisation = 34.06 ppm
  15N polarisation = -3.45 ppm
  direct-line asymmetry = 34.06 ppm
  gamma_I/gamma_S = -9.865
  best tau = 2.778 ms
  sin(2 pi J tau) = -1.000
  lines/mean direct, no cycle: alpha +8.865, beta -10.865
  lines/mean direct, cycled:   alpha +9.865, beta -9.865
13C with tau fixed for 150 Hz:
  J = 125 Hz: transfer 0.9659, gain per line 3.841
  J = 150 Hz: transfer 1.0000, gain per line 3.976
  J = 200 Hz: transfer 0.8660, gain per line 3.443
```
